# Relaxation and correlation in the ionisation energy of helium: a numerical check

```python
"""Helium ionisation energies: Koopmans, Hartree-Fock Delta-SCF, correlated.

Result under test (fixed nucleus, non-relativistic, atomic units, Z = 2):
    I_K - I_D = R,   I - I_D = |E_c|,   I_K - I = R - |E_c|
I_K : minus the Hartree-Fock 1s orbital energy of He
I_D : E_HF(He+) - E_HF(He), each species self-consistent
I   : E(He+) - E(He) with the correlated energy of He
R   : energy gained when the orbital of He+ relaxes from that of He
E_c : correlated minus Hartree-Fock energy of He (negative)
h, J: one-electron energy and Coulomb repulsion of the He 1s orbital
"""
from functools import lru_cache
from math import factorial

import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import minimize_scalar
from pyscf import fci, gto, scf

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
Z = 2.0

# ---------- Hartree-Fock in a large set of s-type Gaussians ----------
exponents = 0.08 * 2.2 ** np.arange(18)


def helium(charge=0, scale=1.0):
    """He or He+ with all orbitals contracted by the factor scale."""
    shells = [[0, [float(a * scale**2), 1.0]] for a in exponents]
    return gto.M(atom="He 0 0 0", basis={"He": shells}, charge=charge,
                 spin=charge, verbose=0)


atom = helium()
hf = scf.RHF(atom)
hf.conv_tol = 1e-11
E_hf = hf.kernel()
assert hf.converged
orbital = hf.mo_coeff[:, 0]
eps = hf.mo_energy[0]
T_orb = orbital @ atom.intor("int1e_kin") @ orbital
V_orb = orbital @ atom.intor("int1e_nuc") @ orbital
h = T_orb + V_orb
J = E_hf - 2 * h

ion_hf = scf.UHF(helium(charge=1))
ion_hf.init_guess = "1e"
ion_hf.conv_tol = 1e-11
E_ion_hf = ion_hf.kernel()
E_ion = -Z**2 / 2
# Hartree-Fock is exact for the one-electron ion
assert abs(E_ion_hf - E_ion) < 2e-5
# Koopmans: Fock eigenvalue against the frozen-orbital energy difference
assert abs(-eps - (h - E_hf)) < 1e-6


# ---------- independent Hartree-Fock on a radial grid ----------
def radial_grid_hf(step, r_max=15.0):
    """Return eps, E_HF, J, <r> of He and <r> of He+ by finite differences."""
    r = step * np.arange(1, int(round(r_max / step)))
    off = np.full(len(r) - 1, -0.5 / step**2)

    def lowest(potential):
        e, v = eigh_tridiagonal(1 / step**2 + potential, off,
                                select="i", select_range=(0, 0))
        return e[0], v[:, 0] ** 2 / step

    _, density = lowest(-Z / r)
    r_ion = step * np.sum(r * density)
    old = 0.0
    for _ in range(80):
        shell = density / r
        inside = step * (np.cumsum(density) - density / 2)
        outside = step * (np.sum(shell) - np.cumsum(shell) + shell / 2)
        repulsion = inside / r + outside
        e, density = lowest(-Z / r + repulsion)
        if abs(e - old) < 1e-9:
            break
        old = e
    else:
        raise AssertionError("radial Hartree-Fock did not converge")
    j = step * np.sum(density * repulsion)
    return np.array([e, 2 * e - j, j, step * np.sum(r * density), r_ion])


# errors of the grid are quadratic in the step: extrapolate to zero step
grid = (4 * radial_grid_hf(0.005) - radial_grid_hf(0.01)) / 3
eps_grid, E_grid, J_grid, r_atom, r_ion = grid
assert abs(eps_grid - eps) < 3e-5
assert abs(E_grid - E_hf) < 3e-5
assert abs(J_grid - J) < 3e-5
assert abs(r_ion - 3 / (2 * Z)) < 3e-5


# ---------- correlated He: Hylleraas expansion ----------
# s = r1 + r2, t = r1 - r2, u = r12; terms s^l t^m u^n exp(-k s), m even.
@lru_cache(maxsize=None)
def integral(a, b, c):
    """Integral of s^a t^b u^c exp(-2s) over 0 < t < u < s."""
    p = a + b + c + 2
    return factorial(p) / ((b + 1) * (b + c + 2) * 2.0 ** (p + 1))


def bracket(f, g, weight):
    total = 0.0
    for cf, pf in f:
        for cg, pg in g:
            for cw, pw in weight:
                powers = [x + y + z for x, y, z in zip(pf, pg, pw)]
                total += cf * cg * cw * integral(*powers)
    return total


W_VOLUME = [(1, (2, 0, 1)), (-1, (0, 2, 1))]
W_SU = [(1, (1, 0, 2)), (-1, (1, 2, 0))]
W_TU = [(1, (2, 1, 0)), (-1, (0, 1, 2))]
W_NUCLEUS = [(-4 * Z, (1, 0, 1))]
W_REPULSION = [(1, (2, 0, 0)), (-1, (0, 2, 0))]


def hylleraas(order):
    """Return E, kinetic, nuclear and repulsion energies, number of terms."""
    terms = [(l, m, n) for l in range(order + 1)
             for m in range(0, order + 1, 2)
             for n in range(order + 1) if l + m + n <= order]
    size = len(terms)
    f, ds, dt, du = [], [], [], []
    for l, m, n in terms:
        f.append([(1, (l, m, n))])
        ds.append([(-1, (l, m, n))] + ([(l, (l - 1, m, n))] if l else []))
        dt.append([(m, (l, m - 1, n))] if m else [])
        du.append([(n, (l, m, n - 1))] if n else [])
    S, T, N, R = (np.zeros((size, size)) for _ in range(4))
    for i in range(size):
        for j in range(i + 1):
            S[i, j] = bracket(f[i], f[j], W_VOLUME)
            N[i, j] = bracket(f[i], f[j], W_NUCLEUS)
            R[i, j] = bracket(f[i], f[j], W_REPULSION)
            T[i, j] = (sum(bracket(d[i], d[j], W_VOLUME)
                           for d in (ds, dt, du))
                       + bracket(ds[i], du[j], W_SU)
                       + bracket(ds[j], du[i], W_SU)
                       + bracket(dt[i], du[j], W_TU)
                       + bracket(dt[j], du[i], W_TU))
    norm = 1 / np.sqrt(np.diag(S))
    S, T, N, R = ((M + np.tril(M, -1).T) * np.outer(norm, norm)
                  for M in (S, T, N, R))

    def solve(k):
        e, v = eigh(k**2 * T + k * (N + R), S, subset_by_index=[0, 0])
        return e[0], v[:, 0]

    k = minimize_scalar(lambda x: solve(x)[0], bounds=(1.2, 3.0),
                        method="bounded", options={"xatol": 1e-7}).x
    e, v = solve(k)
    return e, k**2 * (v @ T @ v), k * (v @ N @ v), k * (v @ R @ v), size


one_term = hylleraas(0)
series = [hylleraas(order) for order in (2, 3, 4, 5)]
E_corr, T_corr, N_corr, R_corr, _ = series[-1]
energies = [row[0] for row in series]
assert all(b < a for a, b in zip(energies, energies[1:]))
assert energies[-2] - energies[-1] < 5e-5
assert abs(T_corr + E_corr) < 1e-4      # virial theorem

# independent road: full CI in a finite orbital basis, an upper bound
big = scf.RHF(gto.M(atom="He 0 0 0", basis="cc-pv5z", verbose=0))
big.kernel()
E_fci = fci.FCI(big).kernel()[0]
assert 0 < E_fci - E_corr < 2e-3

# ---------- the three ionisation energies and their differences ----------
I_K = -eps
I_D = E_ion_hf - E_hf
I_corr = E_ion - E_corr
relax = h - E_ion_hf
E_c = E_corr - E_hf
assert relax > 0 and E_c < 0
for value, quoted in ((I_K, 0.918), (I_D, 0.862), (I_corr, 0.904)):
    assert abs(value - quoted) < 5.1e-4
# left sides use the radial grid, right sides the Gaussian energies
assert abs((-eps_grid - (E_ion - E_grid)) - relax) < 1e-4
assert abs((-eps_grid - I_corr) - (relax + E_c)) < 1e-4
assert abs(I_D - I_corr) > abs(I_K - I_corr)

# ---------- relaxation as contraction of the orbital ----------


def scaled_ion_energy(scale):
    m = helium(scale=scale)
    return orbital @ (m.intor("int1e_kin") + m.intor("int1e_nuc")) @ orbital


best = minimize_scalar(scaled_ion_energy, bounds=(0.8, 1.6),
                       method="bounded", options={"xatol": 1e-7})
assert abs(best.fun + V_orb**2 / (4 * T_orb)) < 1e-7
assert abs(best.x + V_orb / (2 * T_orb)) < 1e-4
gain = h - best.fun
assert r_ion < r_atom and 0.5 < gain / relax < 1

# ---------- correlation lowers the mean repulsion ----------
d_rep = R_corr - J
d_kin = T_corr - 2 * T_orb
d_nuc = N_corr - 2 * V_orb
assert d_rep < 0 < d_kin
assert abs(d_rep + d_kin + d_nuc - E_c) < 1e-6

# ---------- one-exponent model, orbital exp(-zeta r) ----------
zeta = Z - 5 / 16
h_model = quad(lambda r: 4 * zeta**3 * np.exp(-2 * zeta * r)
               * ((1 - zeta * r) ** 2 / 2 - Z * r), 0, np.inf)[0]
J_model = one_term[3]
E_model = one_term[0]
assert abs(h_model - (zeta**2 / 2 - Z * zeta)) < 1e-8
assert abs(J_model - 5 * zeta / 8) < 1e-5
assert abs(E_model + zeta**2) < 1e-8
relax_model = h_model - E_ion
assert abs(relax_model - (Z - zeta) ** 2 / 2) < 1e-8


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("1 hartree", EV, "eV", 5)
show("1 bohr", ANG, "angstrom", 6)
print("Hartree-Fock helium")
show("  one-electron energy h = frozen ion energy", h * EV, "eV")
show("  repulsion J", J * EV, "eV")
show("  orbital energy eps", eps * EV, "eV")
show("  total energy of He", E_hf * EV, "eV")
show("  total energy of He+", E_ion_hf * EV, "eV")
print("Correlated helium, Hylleraas expansion")
for row in series:
    show(f"  energy with {row[4]} terms", row[0] * EV, "eV", 4)
show("  full CI energy, cc-pV5Z", E_fci * EV, "eV")
print("Main results")
for label, value in (("Koopmans I_K", I_K), ("Delta-SCF I_D", I_D),
                     ("correlated I", I_corr), ("relaxation R", relax),
                     ("correlation |E_c|", -E_c),
                     ("I_K - I = R - |E_c|", I_K - I_corr)):
    show("  " + label, value, "hartree", 4)
    show("  " + label, value * EV, "eV")
show("  I_D - I", (I_D - I_corr) * EV, "eV")
show("  ratio |E_c|/R", -E_c / relax, "")
print("Relaxation as contraction")
show("  mean radius, He 1s", r_atom * ANG, "angstrom", 4)
show("  mean radius, He+ 1s", r_ion * ANG, "angstrom", 4)
show("  orbital kinetic energy T", T_orb * EV, "eV")
show("  orbital nuclear attraction V", V_orb * EV, "eV")
show("  best scale factor", best.x, "", 4)
show("  energy gained by scaling", gain * EV, "eV")
show("  fraction of R from scaling", gain / relax, "")
print("Correlation: changes from Hartree-Fock to correlated He")
show("  mean repulsion, correlated", R_corr * EV, "eV")
show("  change of repulsion", d_rep * EV, "eV")
show("  change of kinetic energy", d_kin * EV, "eV")
show("  change of nuclear attraction", d_nuc * EV, "eV")
print("One-exponent model")
show("  exponent zeta", zeta, "1/bohr", 4)
show("  h", h_model * EV, "eV")
show("  J", J_model * EV, "eV")
show("  total energy of He", E_model * EV, "eV")
show("  frozen-orbital ionisation energy", (h_model - E_model) * EV, "eV")
show("  relaxed ionisation energy", (E_ion - E_model) * EV, "eV")
show("  relaxation", relax_model * EV, "eV")
print("ALL CHECKS PASSED")
```

It prints:

```
1 hartree: 27.21139 eV
1 bohr: 0.529177 angstrom
Hartree-Fock helium
  one-electron energy h = frozen ion energy: -52.891 eV
  repulsion J: 27.913 eV
  orbital energy eps: -24.979 eV
  total energy of He: -77.870 eV
  total energy of He+: -54.423 eV
Correlated helium, Hylleraas expansion
  energy with 7 terms: -79.0062 eV
  energy with 13 terms: -79.0121 eV
  energy with 22 terms: -79.0141 eV
  energy with 34 terms: -79.0143 eV
  full CI energy, cc-pV5Z: -78.999 eV
Main results
  Koopmans I_K: 0.9180 hartree
  Koopmans I_K: 24.979 eV
  Delta-SCF I_D: 0.8617 hartree
  Delta-SCF I_D: 23.448 eV
  correlated I: 0.9037 hartree
  correlated I: 24.592 eV
  relaxation R: 0.0563 hartree
  relaxation R: 1.531 eV
  correlation |E_c|: 0.0420 hartree
  correlation |E_c|: 1.144 eV
  I_K - I = R - |E_c|: 0.0142 hartree
  I_K - I = R - |E_c|: 0.387 eV
  I_D - I: -1.144 eV
  ratio |E_c|/R: 0.747
Relaxation as contraction
  mean radius, He 1s: 0.4907 angstrom
  mean radius, He+ 1s: 0.3969 angstrom
  orbital kinetic energy T: 38.935 eV
  orbital nuclear attraction V: -91.827 eV
  best scale factor: 1.1792
  energy gained by scaling: 1.251 eV
  fraction of R from scaling: 0.817
Correlation: changes from Hartree-Fock to correlated He
  mean repulsion, correlated: 25.737 eV
  change of repulsion: -2.175 eV
  change of kinetic energy: 1.144 eV
  change of nuclear attraction: -0.113 eV
One-exponent model
  exponent zeta: 1.6875 1/bohr
  h: -53.094 eV
  J: 28.700 eV
  total energy of He: -77.489 eV
  frozen-orbital ionisation energy: 24.395 eV
  relaxed ionisation energy: 23.066 eV
  relaxation: 1.329 eV
ALL CHECKS PASSED
```
